# A straight time-averaged displacement curve does not prove normal diffusion

A particle moves by jumps of length $a$, each as likely to go one way as the opposite way, whatever the other jumps and the jump times are. Reverse one jump and keep everything else: the new path is as probable as the old one. The average of $\mathbf r_i\cdot\mathbf r_j$ over two different jumps therefore equals its own negative, and is zero. In any time window the mean squared displacement is left with the diagonal terms, $a^2$ times the mean number of jumps in that window.

Now slide a window of length $\Delta$ along a record of length $T$. A jump at time $t_i$, not too near either end, lies inside the window for a total sliding time $\Delta$, whatever $t_i$ is. Averaged over window positions, each jump thus contributes $a^2\Delta/T$. The sum is proportional to $\Delta$, and the argument has not asked how the jumps are distributed in time. As long as jumps near the ends of the record carry little weight, symmetry and counting fix the straight line, whatever the law of spreading.

## The belief and its appeal

The time-averaged squared displacement of a record $\mathbf r(t)$ is

$$\overline{\delta^2}(\Delta,T)=\frac{1}{T-\Delta}\int_0^{T-\Delta}|\mathbf r(t+\Delta)-\mathbf r(t)|^2\,dt .$$

In three dimensions normal diffusion gives $\langle r^2(t)\rangle=6Dt$, where angle brackets denote an average over many particles released at $t=0$ from $\mathbf r=0$. The belief is that if $\overline{\delta^2}$ is a straight line in $\Delta$, the motion is normal diffusion, and that the slope divided by 6 is a diffusion coefficient fit for prediction at later times.

There is a sound argument behind this. Suppose the statistics of a displacement depend on the window length but not on when the window opens. Then $\langle|\mathbf r(t+\Delta)-\mathbf r(t)|^2\rangle=\langle r^2(\Delta)\rangle$ for every $t$, the integrand has a constant mean, and $\langle\overline{\delta^2}(\Delta,T)\rangle=\langle r^2(\Delta)\rangle$. A straight time average then does imply a straight ensemble average. The weak point is the supposition, called stationarity of increments, which the straight line itself does not test.

## A walk that breaks stationarity

Let the particle be neutral hydrogen hopping between traps in an amorphous oxide. Trap depths $E$ have the probability density $e^{-E/E_0}/E_0$, and a trap releases its particle at the rate $\nu e^{-E/kT_s}$, where $T_s$ is the temperature and $\nu$ the release rate at zero depth. Each jump leads to a trap with a freshly drawn depth, and directions are independent of depths and of each other. The probability that a wait exceeds $t$ is

$$S(t)=\int_0^\infty\frac{dE}{E_0}\,e^{-E/E_0}\exp\!\left(-\nu t\,e^{-E/kT_s}\right).$$

Put $u=e^{-E/kT_s}$ and $\alpha=kT_s/E_0$. Then $e^{-E/E_0}=u^{\alpha}$ and $dE=-kT_s\,du/u$, so that

$$S(t)=\alpha\int_0^1u^{\alpha-1}e^{-\nu tu}\,du=\alpha(\nu t)^{-\alpha}\int_0^{\nu t}y^{\alpha-1}e^{-y}\,dy\;\to\;\Gamma(1+\alpha)(\nu t)^{-\alpha},$$

with $y=\nu tu$ and $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$. The mean wait is $\int_0^\infty S\,dt$, which diverges for $\alpha<1$, the case treated here.

**The mean number of jumps.** Let $\psi(s)$ be the Laplace transform of the waiting-time density. The time of the $k$-th jump is a sum of $k$ independent waits, so the probability of at least $k$ jumps by time $t$ has the transform $\psi^k/s$. Summing over $k\ge1$ gives the transform of the mean count $n(t)$:

$$\tilde n(s)=\frac{\psi}{s(1-\psi)} .$$

For a fixed trap the wait is exponential with rate $\nu u$, and its transform is $\nu u/(s+\nu u)$. One minus this, averaged over $u$ with density $\alpha u^{\alpha-1}$, is

$$1-\psi=\alpha\int_0^1\frac{u^{\alpha-1}s}{s+\nu u}\,du=\alpha\left(\frac s\nu\right)^{\alpha}\int_0^{\nu/s}\frac{v^{\alpha-1}}{1+v}\,dv,\qquad v=\frac{\nu u}{s}.$$

For small $s$ the upper limit goes to infinity. Writing $1/(1+v)=\int_0^\infty e^{-(1+v)w}dw$ and integrating over $v$ first turns the integral into $\Gamma(\alpha)\int_0^\infty w^{-\alpha}e^{-w}dw=\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$. Hence

$$1-\psi\to A\left(\frac s\nu\right)^{\alpha},\qquad A=\frac{\pi\alpha}{\sin\pi\alpha},\qquad \tilde n\to\frac{\nu^\alpha}{A\,s^{1+\alpha}} .$$

Since $t^\alpha$ has the transform $\Gamma(1+\alpha)/s^{1+\alpha}$, and $n(t)$ never decreases, so that its small-$s$ form fixes its growth at long times,

$$n(t)\to\frac{(\nu t)^\alpha}{A\,\Gamma(1+\alpha)},\qquad \langle r^2(t)\rangle=a^2n(t)\propto t^\alpha .$$

The second relation is the opening symmetry argument applied to the window from 0 to $t$. The spreading is sublinear: the longer the particle has wandered, the deeper the traps it has met, and the rarer its jumps have become.

## The same walk gives a straight line

Apply the symmetry argument to the window from $t$ to $t+\Delta$ and average over $t$:

$$\langle\overline{\delta^2}\rangle=\frac{a^2}{T-\Delta}\int_0^{T-\Delta}[n(t+\Delta)-n(t)]\,dt=\frac{a^2}{T-\Delta}\left[\int_{T-\Delta}^{T}n\,dt-\int_0^{\Delta}n\,dt\right].$$

In the first term the shift $t+\Delta\to t$ gives an integral from $\Delta$ to $T$; the part it shares with the second term cancels. Because $n$ never decreases, the last bracket lies between $[n(T-\Delta)-n(\Delta)]\Delta$ and $n(T)\Delta$. If $\Delta\ll T$, so that $n(T-\Delta)\approx n(T)$ and $n(\Delta)\ll n(T)$, both bounds meet:

$$\langle\overline{\delta^2}\rangle\approx a^2n(T)\,\frac{\Delta}{T}.$$

The exponent $\alpha$ has dropped out of the dependence on $\Delta$ and survives in the dependence on $T$. The apparent diffusion coefficient is

$$D_{\rm app}(T)=\frac{\langle\overline{\delta^2}\rangle}{6\Delta}\approx\frac{a^2n(T)}{6T}\propto T^{\alpha-1}.$$

It describes the mean jump rate over this record, and that rate falls as the record grows.

How straight is the line? Insert the power law for $n$, with $x=\Delta/T$. The two integrals give $T^{1+\alpha}[1-(1-x)^{1+\alpha}]/(1+\alpha)$ and $T^{1+\alpha}x^{1+\alpha}/(1+\alpha)$, up to the common prefactor. Dividing by the linear result leaves the factor

$$g(x)=\frac{1-x^{1+\alpha}-(1-x)^{1+\alpha}}{(1+\alpha)\,x(1-x)}=1-\frac{x^\alpha}{1+\alpha}+O(x).$$

The expansion uses $(1-x)^{1+\alpha}=1-(1+\alpha)x+O(x^2)$. The correction comes from jumps near the start of the record, which fewer window positions cover and which are especially frequent there. For $\alpha$ near one half and $x$ up to 0.01 the line bends only slightly downwards. For small $\alpha$ the correction dies slowly and is not slight at such lags: with $\alpha=0.1$ and $x=0.01$, $g$ is only 0.43.

## Numbers for a barrier film

Take a 100 nm film at 350 K, with hop length $a=0.3$ nm, base barrier 0.6 eV, attempt frequency $10^{13}\ \mathrm{s^{-1}}$ and $E_0=0.06$ eV. Then $kT_s=0.03016$ eV and

$$\alpha=\frac{0.03016}{0.06}=0.503,\qquad \nu=10^{13}\,e^{-0.6/0.03016}\ \mathrm{s^{-1}}=2.29\times10^4\ \mathrm{s^{-1}} .$$

Consider kinetic Monte Carlo records of 60 s, each starting when the particle enters its first trap. Numerical inversion of $\tilde n(s)$ gives 869.7 jumps on average; the long-time power law gives 870.3. In 3000 simulated records the ensemble average grows between 0.6 s and 60 s with exponent 0.502. The mean time average of the same records is:

| Lag (s) | Walks (nm²) | Formula with $g$ (nm²) |
|---|---|---|
| 0.006 | 0.0078 | 0.0078 |
| 0.060 | 0.0776 | 0.0768 |
| 0.600 | 0.7430 | 0.7372 |

Over these two decades the exponent in the lag is 0.988. Someone who plots this curve sees a straight line, and someone who plots $\langle r^2(t)\rangle$ from the same data sees nearly a square root. At $x=0.01$ the predicted bend is $g=0.941$, and the walks give 0.942.

The apparent coefficient is

$$D_{\rm app}=\frac{(0.3\ \mathrm{nm})^2\times869.7}{6\times60\ \mathrm s}=0.217\ \mathrm{nm^2/s}=2.17\times10^{-15}\ \mathrm{cm^2/s}.$$

Use it to predict the spread along the film normal after one day, 86 400 s. One direction carries a third of the squared displacement, so the straight-line extrapolation gives

$$\sqrt{2D_{\rm app}t}=\sqrt{2\times0.2174\times86\,400}\ \mathrm{nm}=194\ \mathrm{nm},$$

almost twice the film thickness. In the model the mean number of jumps in a day is 33 674, and the rms displacement is

$$\sqrt{a^2n/3}=\sqrt{0.09\times33\,674/3}\ \mathrm{nm}=31.8\ \mathrm{nm},$$

about a third of the thickness. The squared displacement was overestimated 37 times, which is $(86\,400/60)^{1-\alpha}$: the ratio of the two times, raised to the power by which $D_{\rm app}$ decays. Both figures are for an unbounded medium. The first therefore says that the film would be crossed, not that hydrogen sits 194 nm deep in it; the second does not say that no particle gets through.

## Single records and their scatter

An engineer may have one record, not an average over 3000. Apart from end effects, the opening count can be carried out on a single path. Two jumps separated by $\tau_{ij}<\Delta$ lie in the window together for a sliding time $\Delta-\tau_{ij}$, so with $N$ jumps in the record

$$\overline{\delta^2}\approx a^2N\frac{\Delta}{T}+\frac2T\sum_{i<j,\;\tau_{ij}<\Delta}\mathbf r_i\cdot\mathbf r_j\,(\Delta-\tau_{ij}).$$

The first term is a straight line for every record. The second has zero mean and is noise. Two different pairs are uncorrelated, because some jump occurs in one pair and not in the other. For jumps with no preferred axis each component has variance $a^2/3$ and the components are uncorrelated, so $\langle(\mathbf r_i\cdot\mathbf r_j)^2\rangle=3(a^2/3)^2=a^4/3$. After any jump the process starts afresh, so the mean number of later jumps at separations between $\tau$ and $\tau+d\tau$ is $dn(\tau)$. The variance of the noise is then

$$\frac{4a^4\Delta^2}{3T^2}\,n(T)\int_0^\Delta\left(1-\frac\tau\Delta\right)^2dn(\tau).$$

With $n\propto\tau^\alpha$ and $z=\tau/\Delta$ the integral is

$$n(\Delta)\,\alpha\int_0^1(1-z)^2z^{\alpha-1}dz=n(\Delta)\left[1-\frac{2\alpha}{1+\alpha}+\frac{\alpha}{2+\alpha}\right]=\frac{2\,n(\Delta)}{(1+\alpha)(2+\alpha)} .$$

Divide by the square of the mean, $[a^2n(T)\Delta/T]^2$, and use $n(\Delta)/n(T)=x^\alpha$:

$$\text{relative variance of the noise}=\frac{8\,x^\alpha}{3(1+\alpha)(2+\alpha)} .$$

At a lag of 0.06 s this is 0.0220, and the walks give 0.0209: an rms noise of about 15 % of the mean value. The noise vanishes as $\Delta/T\to0$, but slowly. Between lags of 0.006 s and 0.6 s the median exponent of single records is 0.973, while a tenth of the records that moved lie below 0.81. By this measure, which compares only the two end points, a typical single record looks normal and a minority do not. Two things can bend a single curve: the pair noise, and end effects in a record whose jumps nearly all fall close to its start. The simulation does not separate them.

The slopes differ far more than the shapes, because $N$ itself fluctuates. The probability of exactly $k$ jumps has the transform $\psi^k(1-\psi)/s$. With $\sum_k k^2\psi^k=\psi(1+\psi)/(1-\psi)^3$, the transform of $\langle N^2\rangle$ is

$$\frac{\psi(1+\psi)}{s(1-\psi)^2}\to\frac{2\nu^{2\alpha}}{A^2s^{1+2\alpha}},\qquad\text{so}\qquad \langle N^2\rangle\to\frac{2(\nu T)^{2\alpha}}{A^2\,\Gamma(1+2\alpha)} .$$

Dividing by $\langle N\rangle^2=(\nu T)^{2\alpha}/[A\,\Gamma(1+\alpha)]^2$ gives

$$\frac{\langle N^2\rangle}{\langle N\rangle^2}-1\to\frac{2\,\Gamma(1+\alpha)^2}{\Gamma(1+2\alpha)}-1 .$$

This limit does not depend on $T$: longer records do not make the slopes agree. It tends to zero as $\alpha\to1$, where normal behaviour returns, and to one as $\alpha\to0$. Here it is 0.568; the pair noise at the shortest lag raises it to 0.574, and the walks give 0.577. The standard deviation of $D_{\rm app}$ is thus about 76 % of its mean. A tenth of the records give less than $3.3\times10^{-16}\ \mathrm{cm^2/s}$ and a tenth more than $4.5\times10^{-15}\ \mathrm{cm^2/s}$, though temperature, material and record length are the same for all. The correlation of the slope with the number of jumps is 0.995, which confirms where the scatter comes from.

## What does distinguish the two cases

Replace the trap waits by exponential ones with the same mean number of jumps in 60 s. Now $n(t)$ is proportional to $t$, and $a^2n(T)/(6T)$ is independent of $T$. Keep the lag fixed at 0.006 s and compare records of 0.6 s and 60 s. For exponential waits the ratio of mean slopes is 0.998. For the traps the formula gives $100^{1-\alpha}g(0.01)/g(0.0001)=9.36$, and the walks 9.22. The relative variance of the slope is 0.00125 in the exponential case, against 0.577. Either quantity separates the two walks; the straightness of the curve does not.

Two cautions apply. First, with a scatter of 76 % per record, the ratio of two single slopes is a poor estimate of the ratio of the means. The mean of $M$ independent 60 s records has a relative error of about $0.76/\sqrt M$, or 8 % for a hundred; the ratio of two such means, one for each record length, has an error of about 11 %. Second, the records must start at the release of the particle, or at an age well below the longer record length; even then the signal shrinks, the ratio of 9.4 falling to 4.5 at an age of 0.6 s and to 2.1 at an age of 6 s. If recording starts at a late age $t_a\gg T$, the mean slope is proportional to $[n(t_a+T)-n(t_a)]/T\approx n'(t_a)$, which hardly depends on $T$. The walk then passes the record-length test although it is still slowing down; varying the age instead reveals the slowing.

## The model beside a real film

The parameters are round values chosen for illustration, not fitted to a particular oxide, and a real trap distribution need not be exponential. It must also end somewhere. Put the deepest trap at 0.9 eV: the mean wait becomes finite, 123 s, and eventually $n(t)\to t/(123\ \mathrm s)$. One might think that a day, some 700 mean waits, is then safely in the normal regime. It is not. The mean is dominated by the rare deepest traps, whose release time is $4\times10^8$ s, and a day is so much shorter than this that the power law still holds. The one-day squared displacement changes by a factor of 1.008. A finite mean wait restores normal diffusion in the long run, but not necessarily within the life of a given record.

Three other effects multiply the one-day squared displacement by modest factors. In a real film the traps are fixed, and a particle returning to a site finds the old depth. On a simple cubic lattice a visited site receives $G=1.516$ visits on average, with a geometrically distributed number. The total stay is then exponential with its mean raised by $G$, which raises the weight of the long-time tail by $G^\alpha$, while the number of distinct sites per jump is $1/G$. The tail per jump is reduced by $G^{\alpha-1}$, and the jump count rises by $G^{1-\alpha}=1.23$; visit counts taken from long lattice walks, inserted into the same tail weight, give 1.227. This is a long-time limit; over a 60 s record the factor may be slightly smaller. Tunnelling, estimated by the Wigner correction with the barrier frequency set equal to the attempt frequency, gives 1.04; this frequency, 334 cm⁻¹, is low for hydrogen, and 1000 cm⁻¹ would give 1.3 by the same correction and 1.5 for a parabolic barrier. Service at 360 K instead of 350 K gives 1.76. All four factors together make 2.3, small beside the error of 37.

A real film can also break the assumption of independent particles, and with it the conclusion. The traps that typically hold a particle for a day or longer are those deeper than 0.65 eV, with a density of about $8\times10^{17}\ \mathrm{cm^{-3}}$ in this model, and the mobile hydrogen must stay well below that. Suppose instead that $10^{20}\ \mathrm{cm^{-3}}$ of hydrogen already fills the deepest traps. With $1/a^3=3.7\times10^{22}$ sites per cm³, the deepest empty trap lies near $0.06\ln370=0.35$ eV, and its release time $e^{0.35/0.03016}/\nu$ is only several seconds. In this crude picture, which takes a sharp filling edge and ignores exchange with the filled traps, added hydrogen would diffuse almost normally before a 60 s record ended: the slope lies 3 % above its final value, and the extrapolation would be justified. Thermal smearing weakens this. Fermi occupancy at 350 K moves the edge to 0.38 eV, with a release time of 14 s, and leaves some deeper traps empty; with that occupancy held fixed, the 60 s slope overestimates the one-day squared displacement about 1.5 times, still far less than 37. The time-averaged curve would be straight in that film too. If the slope is still changing appreciably with record length or age in the longest records available, it may not be carried forward to a day. A change seen only among shorter records does not forbid it: in the filled film the slope falls at first, and settles once the records are much longer than the release time of the deepest empty trap. If the slope has settled within a minute, that alone does not justify the extrapolation: traps too rare to be met in a minute can still hold the particle within a day. Justifying it takes records about as long as the prediction, or knowledge of the traps. The numerical output below gives most of the values used here.

## Values computed for the example and the checks

```
hop length 0.3 nm, film 100 nm
base barrier 0.6 eV, trap tail 0.06 eV
attempt frequency 1e+13 1/s
temperature 350 K, kT 0.03016 eV
alpha 0.5027, release rate nu 2.293e+04 1/s
record 60 s, nu*record 1.376e+06
P(wait > record): integral 7.276e-04, law 7.276e-04
mean jumps in record: inversion 869.7
  power law 870.3, walks 876.8
simulated records 3000
ensemble exponent, walks 0.502
lag 0.006 s: TAMSD walks 0.0078, law 0.0078 nm2
lag 0.060 s: TAMSD walks 0.0776, law 0.0768 nm2
lag 0.600 s: TAMSD walks 0.7430, law 0.7372 nm2
lag factor g(0.01): walks 0.9415, law 0.9412
lag exponent of mean TAMSD 0.988
single-record lag exponent, 10/50/90 %: 0.810 0.973 1.043
single-record D, 10/50/90 %: 3.27e-16 1.84e-15 4.53e-15 cm2/s
relative variance of D: walks 0.577, law 0.574
  limit for lag/record -> 0: 0.568
correlation of D with jump count 0.9948
pair noise variance, lag 0.06 s: walks 0.0209, law 0.0220
D(0.6 s record)/D(60 s record): walks 9.22, law 9.36
control, exponential waits: ratio 0.998
control relative variance of D 0.00125
mean apparent D, 60 s record 0.2174 nm2/s
  = 2.174e-15 cm2/s
mean jumps in one day 33674
one-day rms along normal: true 31.8 nm
  straight-line extrapolation 193.8 nm
overestimate of squared displacement 37.2 times
deepest trap 0.9 eV: crossover time 3.97e+08 s
  mean wait 1.228e+02 s
  one-day MSD factor 1.0081
mean visits per site 1.5164
revisit MSD factor 1.230, walks 1.227
Wigner rate factor 1.078, MSD factor 1.039
10 K warmer: alpha 0.5170, MSD factor 1.76
all four MSD factors multiplied 2.26
trap depth reached in one day 0.646 eV
density of traps at least that deep 7.9e+17 1/cm3
```
